# Where spurious shielding appears for a displaced hydrogen atom in a small basis: a program that tests the result

```python
# Spurious magnetic shielding of a hydrogen-like atom displaced from the gauge origin.
# Gaussian atomic units, c = 1/alpha, A = B x r / 2, nucleus Z at d, s = r - d, probe at d + t,
# B_ind = -sigma B. Basis: exact 1s and three functions s_k exp(-zeta s), all times the phase
# exp(-i lam a.r / c), a = B x d / 2. P(n,x): regularized lower incomplete gamma function.
# Result under test: sigma = sigma0 + (1-lam) Dsigma,
#   Dsigma_ab = Q [ (d.t) delta_ab - d_a t_b ] / (2 c^2 t^3), Q = f P(3,(Z+zeta)t) - P(3,2Zt),
#   f = 2 M^2/Delta <= 1, iM = <p_k|p_k|1s>, Delta = p level minus 1s level, D = <p_k|s_k|1s>.
# At t = 0 Dsigma vanishes, unless a perturbation F.s breaks parity; then, to first order in F,
#   Dsigma_ab = eta K [ (d.n) delta_ab - d_a n_b ] / (2 c^2), n = F/|F|, eta = -|F| D/Delta.
# Independent road: quadrature in laboratory coordinates, diagonalization at finite field.
# Tensors are held in units of 1/c^2 and printed in ppm.
import numpy as np, sympy as sp
from scipy.constants import alpha
from scipy.special import gammainc as P
from scipy.integrate import quad
from scipy.linalg import eigh
from numpy.polynomial.legendre import leggauss

PPM = alpha**2 * 1e6
I3 = np.eye(3)

# ---------- closed formulas ----------
def pars(Z, ze):
    r, be = np.sqrt(ze**5 * Z**3), Z + ze
    M, De, D = 8*Z*r/be**4, (ze*ze - Z*ze + Z*Z)/2, 32*r/be**5
    f = 256*Z**5*ze**5/(be**8*(ze*ze - Z*ze + Z*Z))
    return M, De, D, f, 8*r/(3*be**2) - 2*M*ze**3/(3*De)

def Qfun(Z, ze, t, s_only=False):
    return (0.0 if s_only else pars(Z, ze)[3])*P(3, (Z+ze)*t) - P(3, 2*Z*t)

def dsigma(Z, ze, d, tv, s_only=False):
    t = np.linalg.norm(tv)
    return Qfun(Z, ze, t, s_only)*(d @ tv*I3 - np.outer(d, tv))/(2*t**3)

def sigma0(Z, tv):
    t = np.linalg.norm(tv)
    J, I = Z*np.exp(-2*Z*t)*(1+2*Z*t), 3*P(5, 2*Z*t)/Z**2
    T = (I/t**3 + J)/3*I3 - np.outer(tv, tv)*I/t**5
    return (J*I3 - T)/2

# ---------- finite-field calculation from the definition ----------
X = sp.symbols('x y z', real=True); Dv = sp.symbols('d1:4', real=True)
Kv = sp.symbols('k1:4', real=True); Zs, zs = sp.symbols('Z zeta', positive=True)
rel = [X[i]-Dv[i] for i in range(3)]
ss = sp.sqrt(sum(q**2 for q in rel))
phase = sp.exp(-sp.I*sum(Kv[i]*X[i] for i in range(3)))
basis = [phase*sp.sqrt(Zs**3/sp.pi)*sp.exp(-Zs*ss)] + \
        [phase*sp.sqrt(zs**5/sp.pi)*q*sp.exp(-zs*ss) for q in rel]
evalb = sp.lambdify(X+Dv+Kv+(Zs, zs), basis + [sp.diff(b, q) for b in basis for q in X],
                    'numpy', cse=True)

def sphere(L, axis, nth):
    rs, ws = [], []
    for a, b, n in ((0, L, 40), (L, 3*L, 30)):
        x, w = leggauss(n); rs.append(a+(b-a)*(x+1)/2); ws.append(w*(b-a)/2)
    x, w = leggauss(50); rs.append(3*L+4*(1+x)/(1-x)); ws.append(8*w/(1-x)**2)
    r = np.concatenate(rs); wr = np.concatenate(ws)*r*r
    ct, wt = leggauss(nth); st = np.sqrt(1-ct*ct); ph = 2*np.pi*(np.arange(6)+0.3)/6
    e1 = np.cross(axis, [0.3, 1.0, 0.2]); e1 /= np.linalg.norm(e1); e2 = np.cross(axis, e1)
    u = (np.outer(st, np.cos(ph))[..., None]*e1 + np.outer(st, np.sin(ph))[..., None]*e2
         + np.outer(ct, np.ones(6))[..., None]*axis).reshape(-1, 3)
    return (r[:, None, None]*u).reshape(-1, 3), np.outer(wr, np.repeat(wt, 6)*np.pi/3).ravel()

def grid(tv):
    t = np.linalg.norm(tv)
    if t == 0:
        return sphere(1.0, I3[2], 8)
    p, w = sphere(t, tv/t, 50)
    pts = np.vstack([p, p+tv])
    mu = (np.linalg.norm(pts, axis=1) - np.linalg.norm(pts-tv, axis=1))/t
    for _ in range(3):
        mu = 1.5*mu - 0.5*mu**3
    n = len(w)
    return pts, np.concatenate([w*(1-mu[:n])/2, w*(1+mu[n:])/2])

def sigma_num(Z, ze, d, tv, lam=0.0, F=np.zeros(3), nb=4, b0=2e-5):
    p, w = grid(tv); r = p + d
    V = -Z/np.linalg.norm(r-d, axis=1) + (r-d) @ F
    rN = r - d - tv
    Am = [np.cross(e, rN)/np.linalg.norm(rN, axis=1)[:, None]**3 for e in I3]
    out = np.zeros((3, 3))
    for j in range(3):
        b = b0*I3[j]                                   # b = B/c
        val = np.array(evalb(*r.T, *d, *(lam*np.cross(b, d)/2), Z, ze), dtype=complex)
        chi = val[:nb]; grad = val[4:].reshape(4, 3, -1)[:nb]
        Pi = -1j*grad + (np.cross(b, r)/2).T[None]*chi[:, None, :]
        S = (chi.conj()*w) @ chi.T
        H = (chi.conj()*w*V) @ chi.T + 0.5*sum((Pi[:, k].conj()*w) @ Pi[:, k].T for k in range(3))
        E, C = eigh((H+H.conj().T)/2, (S+S.conj().T)/2)
        assert abs(S-np.eye(nb)).max() < 1e-7
        if not F.any():
            assert abs(E[0]+Z*Z/2) < 1e-7
        cur = ((C[:, 0] @ chi).conj()*np.tensordot(C[:, 0], Pi, 1)).real*w
        out[:, j] = [np.sum(Am[i].T*cur)/b0 for i in range(3)]   # odd in b by time reversal
    return out

def close(a, b, tol=1e-6):
    assert abs(a-b).max() < tol, abs(a-b).max()
iso = lambda s: np.trace(s)/3*PPM

# ---------- symbolic: current minus a*rho is the stated gradient ----------
av = sp.symbols('a1:4', real=True); ka = sp.Symbol('kappa', positive=True)
s0 = sp.sqrt(sum(q**2 for q in X)); psi0 = sp.sqrt(Zs**3/sp.pi)*sp.exp(-Zs*s0)
g = ka*sp.exp(-zs*s0); adots = sum(av[i]*X[i] for i in range(3))
psi1, psi1c = -sp.I*adots*g, sp.I*adots*g
rho = 2*Zs*psi0*g/(Zs+zs) - psi0**2; W = -(Zs-zs)*psi0*g/(Zs+zs)
R = sp.Rational
pt = dict(zip(X+av+(Zs, zs, ka), [R(3, 7), R(-5, 4), R(2, 3), R(1, 2), R(7, 5), R(-4, 3), 2, R(7, 10), R(3, 5)]))
for i in range(3):
    ji = -(psi0*(-sp.I)*sp.diff(psi1, X[i]) + psi1c*(-sp.I)*sp.diff(psi0, X[i]) + av[i]*psi0**2)
    assert abs(sp.N((ji - av[i]*rho - sp.diff(adots*W, X[i])).subs(pt), 30)) < 1e-20
    assert abs(sp.N(ji.subs(pt), 30)) > 1e-6

# ---------- radial quadrature: M, Delta, D, f <= 1, net current ----------
qd = lambda fn: quad(fn, 0, np.inf, epsabs=1e-12, epsrel=1e-11, limit=200)[0]
for Z in (1.0, 2.0):
    for ze in Z*np.array([0.3, 0.5, 0.9, 1.0, 1.1, 2.0]):
        N, N0 = np.sqrt(ze**5/np.pi), np.sqrt(Z**3/np.pi); c3 = 4*np.pi/3
        Mq = c3*N*N0*Z*qd(lambda s: s**3*np.exp(-(Z+ze)*s))
        Dq = c3*N*N0*qd(lambda s: s**4*np.exp(-(Z+ze)*s))
        Eq = c3*N*N*qd(lambda s: (0.5*(2*s-ze*s*s)**2 + s*s - Z*s**3)*np.exp(-2*ze*s)) + Z*Z/2
        M, De, D, f, K = pars(Z, ze)
        close(np.array([Mq, Eq, Dq, 2*Mq**2/Eq]), np.array([M, De, D, f]), 1e-9)
        assert 2*Mq**2/Eq < 1+1e-9 and (ze == Z or 2*Mq**2/Eq < 1-1e-4)
        pg = lambda s: N0*Mq*N/Eq*np.exp(-(Z+ze)*s)
        net = qd(lambda s: 4*np.pi*s*s*(pg(s) - N0**2*np.exp(-2*Z*s) + s*(Z-ze)*pg(s)/3))
        assert abs(net-(f-1)) < 1e-9
        assert abs(Qfun(Z, ze, 1e-5)/1e-15 - (f*(Z+ze)**3-8*Z**3)/6) < 1e-3

# ---------- generic geometry, Z = 2 ----------
dg, tg = np.array([1.3, -2.1, 0.7]), np.array([0.4, 0.5, -0.6])
for lam in (0.0, 0.4, 1.0):
    close(sigma_num(2.0, 1.3, dg, tg, lam), sigma0(2.0, tg)+(1-lam)*dsigma(2.0, 1.3, dg, tg))

# ---------- worked example ----------
Z, ze = 1.0, 0.5
d, tv, zero = np.array([3., 0, 4]), np.array([0., 0, 2]), np.zeros(3)
t = np.linalg.norm(tv); M, De, D, f, K = pars(Z, ze)
s0f, dsf = sigma0(Z, tv), dsigma(Z, ze, d, tv)
print(f"Z = {Z:g}, zeta = {ze:g} 1/bohr, d = {d} bohr, t = {tv} bohr, d.t = {d@tv:g} bohr^2")
print(f"1/c^2 = {PPM:.4f} ppm (shielding unit)")
print(f"M = {M:.6f} 1/bohr, Delta = {De:.6f} hartree, f = {f:.6f}, f-1 = {f-1:.6f}")
print(f"P3(beta t={(Z+ze)*t:g}) = {P(3,(Z+ze)*t):.6f}, P3(2Zt={2*Z*t:g}) = {P(3,2*Z*t):.6f}, Q = {Qfun(Z,ze,t):.6f}")
print(f"small-t limit of Q/t^3 = {(f*(Z+ze)**3-8*Z**3)/6:.6f} 1/bohr^3")
print(f"J = {Z*np.exp(-2*Z*t)*(1+2*Z*t):.6f} 1/bohr, P5(2Zt) = {P(5,2*Z*t):.6f}, I = {3*P(5,2*Z*t)/Z**2:.6f} bohr^2")
print(f"sigma0 formula: xx=yy {s0f[0,0]*PPM:.4f}, zz {s0f[2,2]*PPM:.4f}, iso {iso(s0f):.4f} ppm")
print(f"Dsigma formula: xx=yy {dsf[0,0]*PPM:.4f}, xz {dsf[0,2]*PPM:.4f}, iso {iso(dsf):.4f} ppm")
print(f"Dsigma formula: |zz| {abs(dsf[2,2])*PPM:.4f}, |zx| {abs(dsf[2,0])*PPM:.4f} ppm")
print(f"Dsigma iso per bohr of d along t = {iso(dsf)/d[2]:.4f} ppm/bohr")
for lab, dd, lam, fac in (("d=0", zero, 0., 0), ("d, no phase", d, 0., 1), ("2d, no phase", 2*d, 0., 2),
                          ("d, lam=+1", d, 1., 0), ("d, lam=-1", d, -1., 2)):
    sn = sigma_num(Z, ze, dd, tv, lam); close(sn, s0f+fac*dsf)
    print(f"finite field {lab}: xx {sn[0,0]*PPM:.4f}, zz {sn[2,2]*PPM:.4f}, xz {round(sn[0,2]*PPM,4)+0:.4f}, iso {iso(sn):.4f} ppm")
sn = sigma_num(Z, ze, d, tv, nb=1); close(sn, s0f+dsigma(Z, ze, d, tv, True))
print(f"s-only basis: Dsigma iso = {iso(sn-s0f):.4f} ppm")
close(sigma_num(Z, ze, d, tv, 1.0, nb=1), s0f)
for z2 in (0.8, 1.0, 1.3):
    sn = sigma_num(Z, z2, d, tv); close(sn, s0f+dsigma(Z, z2, d, tv))
    print(f"zeta = {z2:g} 1/bohr: f = {pars(Z,z2)[3]:.6f}, Q = {round(Qfun(Z,z2,t),6)+0:.6f}, Dsigma iso = {round(iso(sn-s0f),4)+0:.4f} ppm")
for tt in (0.5, 1.0, 4.0):
    v = tt*I3[2]; sn = sigma_num(Z, ze, d, v); close(sn, sigma0(Z, v)+dsigma(Z, ze, d, v))
    print(f"t = {tt:g} bohr: Q = {Qfun(Z,ze,tt):.6f}, sigma0 iso = {iso(sigma0(Z,v)):.4f}, Dsigma iso = {iso(sn-sigma0(Z,v)):.4f} ppm")
sn = sigma_num(Z, ze, d, zero); close(sn, Z/3*I3, 1e-7)
print(f"at nucleus, F=0, d, no phase: iso = {iso(sn):.4f} ppm; Lamb Z/(3c^2) = {Z/3*PPM:.4f} ppm")
print(f"D = {D:.6f} bohr, K = {K:.6f} 1/bohr^2 (dia {K+2*M*ze**3/(3*De):.6f}, para {-2*M*ze**3/(3*De):.6f})")
# tolerances follow the neglected relative order eta^2
for Fz, rtol in ((1e-3, 1e-4), (1e-2, 5e-3)):
    F = Fz*I3[2]; eta = -Fz*D/De
    form = eta*K*(d[2]*I3 - np.outer(d, I3[2]))/2
    ref = sigma_num(Z, ze, zero, zero, F=F); sn = sigma_num(Z, ze, d, zero, F=F)
    close(sn-ref, form, rtol*abs(form).max())
    gi = sigma_num(Z, ze, d, zero, 1.0, F=F); close(gi, ref, 1e-8)
print(f"F = {Fz:g} a.u. along z: eta = {eta:.6f}")
print(f"  Dsigma iso at nucleus: formula {iso(form):.5f}, finite field {iso(sn-ref):.5f} ppm")
print(f"  Dsigma xz at nucleus: formula {form[0,2]*PPM:.5f}, finite field {(sn-ref)[0,2]*PPM:.5f} ppm")
print(f"  sigma iso: d=0 {iso(ref):.5f}, d no phase {iso(sn):.5f}, d lam=+1 {iso(gi):.5f} ppm")
F = 1e-3*I3[2]
close(sigma_num(Z, Z, d, zero, F=F), sigma_num(Z, Z, zero, zero, F=F), 1e-7)
print("finished without a failed check")
```

It prints:

```
Z = 1, zeta = 0.5 1/bohr, d = [3. 0. 4.] bohr, t = [0. 0. 2.] bohr, d.t = 8 bohr^2
1/c^2 = 53.2514 ppm (shielding unit)
M = 0.279351 1/bohr, Delta = 0.375000 hartree, f = 0.416197, f-1 = -0.583803
P3(beta t=3) = 0.576810, P3(2Zt=4) = 0.761897, Q = -0.521830
small-t limit of Q/t^3 = -1.099223 1/bohr^3
J = 0.091578 1/bohr, P5(2Zt) = 0.371163, I = 1.113489 bohr^2
sigma0 formula: xx=yy 0.3902, zz 4.0962, iso 1.6256 ppm
Dsigma formula: xx=yy -13.8941, xz 10.4206, iso -9.2627 ppm
Dsigma formula: |zz| 0.0000, |zx| 0.0000 ppm
Dsigma iso per bohr of d along t = -2.3157 ppm/bohr
finite field d=0: xx 0.3902, zz 4.0962, xz 0.0000, iso 1.6256 ppm
finite field d, no phase: xx -13.5038, zz 4.0962, xz 10.4206, iso -7.6372 ppm
finite field 2d, no phase: xx -27.3979, zz 4.0962, xz 20.8411, iso -16.8999 ppm
finite field d, lam=+1: xx 0.3902, zz 4.0962, xz 0.0000, iso 1.6256 ppm
finite field d, lam=-1: xx -27.3979, zz 4.0962, xz 20.8411, iso -16.8999 ppm
s-only basis: Dsigma iso = -13.5240 ppm
zeta = 0.8 1/bohr: f = 0.906214, Q = -0.130036, Dsigma iso = -2.3082 ppm
zeta = 1 1/bohr: f = 1.000000, Q = 0.000000, Dsigma iso = 0.0000 ppm
zeta = 1.3 1/bohr: f = 0.873211, Q = -0.030704, Dsigma iso = -0.5450 ppm
t = 0.5 bohr: Q = -0.063443, sigma0 iso = 13.0601, Dsigma iso = -18.0183 ppm
t = 1 bohr: Q = -0.243766, sigma0 iso = 7.2068, Dsigma iso = -17.3078 ppm
t = 4 bohr: Q = -0.595841, sigma0 iso = 0.0536, Dsigma iso = -2.6441 ppm
at nucleus, F=0, d, no phase: iso = 17.7505 ppm; Lamb Z/(3c^2) = 17.7505 ppm
D = 0.744936 bohr, K = 0.147435 1/bohr^2 (dia 0.209513, para -0.062078)
F = 0.01 a.u. along z: eta = -0.019865
  Dsigma iso at nucleus: formula -0.20795, finite field -0.20782 ppm
  Dsigma xz at nucleus: formula 0.23394, finite field 0.23380 ppm
  sigma iso: d=0 17.74365, d no phase 17.53583, d lam=+1 17.74365 ppm
finished without a failed check
```
